\section*{Recovering thermal wave speed and relaxation time from one grating dip}

\section*{Question}

I have a transient thermal grating with a period of $10\,\mu\mathrm{m}$ in graphite near $100\,\mathrm{K}$. A short pump pulse creates it, and I follow the signed amplitude of the temperature pattern, averaged through the depth of the sample and divided by its initial value. The amplitude falls through zero, and its first minimum is $-0.20$ at $1.6\,\mathrm{ns}$. I am told to assume the damped-wave equation
\[
\tau\,\partial_t^2T+\partial_tT=\tau v^2\,\partial_x^2T
\]
and to find the wave speed $v$ and the flux relaxation time $\tau$.

My reasoning was that hot and cold stripes have changed places at the minimum, so the wave has moved half a period. That gives $v=L/(2t_m)=3125\,\mathrm{m/s}$. For the damping I set $e^{-t_m/\tau}=0.20$ and found $\tau=0.99\,\mathrm{ns}$. The solution I was given says about $3510\,\mathrm{m/s}$ and $0.50\,\mathrm{ns}$. Where do the differences come from, and how far can I trust two parameters taken from one point of a curve?

\section*{Answer}

The quoted values are right for this model. Your time constant is too long by a factor of two because the amplitude envelope decays as $e^{-t/2\tau}$. Your speed is too low because damping slows the ringing, and $L/(2t_m)$ uses the slowed frequency. One point suffices because a minimum supplies two numbers, a time and a depth, but the initial heat flux must also be known.

\subsection*{From the heat flux to an oscillator}

Let $T$ be the small temperature deviation, $J$ the heat flux along $x$, $C$ the heat capacity per volume and $\kappa$ the thermal conductivity, all coefficients being constant. Energy balance and the delayed flux law are
\begin{align}
C\,\partial_tT&=-\partial_xJ, \label{energy}\\
\tau\,\partial_tJ+J&=-\kappa\,\partial_xT. \label{flux}
\end{align}
Differentiate \eqref{flux} with respect to $x$ and replace $\partial_xJ$ by $-C\partial_tT$:
\[
-\tau C\,\partial_t^2T-C\,\partial_tT=-\kappa\,\partial_x^2T .
\]
Division by $-C$ gives your equation, with $\tau v^2=\kappa/C$. The thermal diffusivity is therefore $v^2\tau$.

For a grating of many periods, write $T=T_0A(t)\cos kx$ with $k=2\pi/L$. Two $x$ derivatives give $-k^2$, so
\begin{equation}
A''+\frac{A'}{\tau}+\omega_0^2A=0,\qquad \omega_0=vk. \label{osc}
\end{equation}

Normalization gives $A(0)=1$. The second initial condition comes from the flux. By \eqref{flux}, a finite temperature gradient changes $J$ at a finite rate, so $J$ cannot jump during a very short pulse. There was no flux before the pulse, hence there is none just after it, and \eqref{energy} gives $A'(0)=0$.

\subsection*{The first minimum}

Put $\gamma=1/(2\tau)$. The trial solution $e^{st}$ in \eqref{osc} requires $s^2+2\gamma s+\omega_0^2=0$, so $s=-\gamma\pm\sqrt{\gamma^2-\omega_0^2}$. If $\omega_0>\gamma$, which is the same as $2vk\tau>1$, the roots are complex:
\[
s=-\gamma\pm i\omega,\qquad \omega^2=\omega_0^2-\gamma^2 .
\]
The general real solution is $e^{-\gamma t}(a\cos\omega t+b\sin\omega t)$. The condition $A(0)=1$ gives $a=1$. The condition $A'(0)=-\gamma a+\omega b=0$ gives $b=\gamma/\omega$. Thus
\begin{equation}
A(t)=e^{-\gamma t}\left(\cos\omega t+\frac{\gamma}{\omega}\sin\omega t\right). \label{trace}
\end{equation}
Its derivative is
\begin{align}
A'&=e^{-\gamma t}\left(-\gamma\cos\omega t-\frac{\gamma^2}{\omega}\sin\omega t
-\omega\sin\omega t+\gamma\cos\omega t\right)\nonumber\\
&=-\frac{\omega_0^2}{\omega}e^{-\gamma t}\sin\omega t. \label{slope}
\end{align}
The cosines cancel, and $\gamma^2+\omega^2=\omega_0^2$ was used in the last step. The slope is negative until $\omega t=\pi$ and positive just afterwards, so the first minimum is at
\[
t_m=\frac{\pi}{\omega},\qquad A(t_m)=-e^{-\gamma t_m}=-e^{-t_m/(2\tau)} .
\]
The sine term in \eqref{trace} vanishes there, which is why the depth involves the envelope alone.

Call the depth $R$, so that $A(t_m)=-R$, and define $\Lambda=\ln(1/R)$. Then $\gamma=\Lambda/t_m$ and $\omega=\pi/t_m$. It follows that
\begin{align}
\tau&=\frac{1}{2\gamma}=\frac{t_m}{2\Lambda}, \label{tau}\\
v&=\frac{\sqrt{\omega^2+\gamma^2}}{k}
=\frac{L}{2\pi}\,\frac{\sqrt{\pi^2+\Lambda^2}}{t_m}
=\frac{L}{2t_m}\sqrt{1+\frac{\Lambda^2}{\pi^2}}. \label{speed}
\end{align}
Each pair $t_m>0$, $0<R<1$ gives one positive pair $(v,\tau)$. There is no second solution to choose between.

\subsection*{Your numbers}

With $R=0.20$, $\Lambda=\ln5=1.6094$. Equation \eqref{tau} gives
\[
\tau=\frac{1.6\,\mathrm{ns}}{2(1.6094)}=0.497\,\mathrm{ns}.
\]
The two rates are $\omega=\pi/1.6=1.9635\,\mathrm{ns^{-1}}$ and $\gamma=1.0059\,\mathrm{ns^{-1}}$. Hence
\[
\omega_0=\sqrt{1.9635^2+1.0059^2}\,\mathrm{ns^{-1}}=2.2062\,\mathrm{ns^{-1}}.
\]
Since $k=2\pi/(10\,\mu\mathrm{m})=0.6283\,\mu\mathrm{m}^{-1}$,
\[
v=\frac{2.2062}{0.6283}\,\frac{\mu\mathrm{m}}{\mathrm{ns}}
=3.511\,\frac{\mu\mathrm{m}}{\mathrm{ns}}=3511\,\mathrm{m/s}.
\]
Your $3125\,\mathrm{m/s}$ is $\omega/k$, which is $11\%$ below $v$. The diffusivity is $v^2\tau=61\,\mathrm{cm^2/s}$.

As a test of the derivation, I solved \eqref{energy} and \eqref{flux} directly on a periodic grid of 200 points with these parameters, starting from a cosine temperature and no flux. The minimum came out as $-0.2000$ at $1.6001\,\mathrm{ns}$. A separate search, which integrated \eqref{osc} numerically and adjusted both parameters until the dip matched, returned $3511\,\mathrm{m/s}$ and $0.497\,\mathrm{ns}$ from two different starting guesses.

\subsection*{What else the trace must show}

Two readings fix two parameters, so the dip alone cannot test the model. The rest of the curve can. Setting \eqref{trace} to zero gives $\tan\omega t=-\omega/\gamma=-2\omega\tau$, whose first positive solution is
\begin{equation}
t_0=\frac{\pi-\arctan(2\omega\tau)}{\omega}=1.041\,\mathrm{ns}. \label{zero}
\end{equation}
By \eqref{slope} the next maximum is at $\omega t=2\pi$, or $3.2\,\mathrm{ns}$, with height $e^{-2\gamma t_m}=R^2=0.04$. A zero crossing or a second maximum clearly elsewhere would count against the model or its initial condition. Agreement of the zero crossing alone would not prove the model right. The plane carrier model described below, even without normal collisions, can be fitted to the same dip, with a carrier speed of $4.15\,\mathrm{km/s}$ and a collision time of $1.40\,\mathrm{ns}$, and its zero crossing then comes only about $0.05\,\mathrm{ns}$ later. Its second maximum, about $0.07$ at $2.9\,\mathrm{ns}$, differs more and is the sharper test. A negative dip by itself therefore does not show that normal collisions dominate.

Ordinary diffusion with the same diffusivity would give $A=e^{-v^2\tau k^2t}$. At $1.6\,\mathrm{ns}$ this is $+0.021$, small but still positive. The negative sign of your reading therefore cannot come from Fourier diffusion started from the same cosine.

\subsection*{When damping is weak, strong or too strong}

For weak damping, $R\to1$ and $\Lambda\to0$. Equation \eqref{speed} then reduces to your $v=L/(2t_m)$. The picture of a pattern displaced by half a period belongs to this limit: a standing cosine is the sum of two travelling waves, and after half a period of travel each has reversed its sign.

For a very shallow dip, $\Lambda\gg\pi$, and \eqref{speed} becomes $v\simeq L\Lambda/(2\pi t_m)$. The damping rate then supplies most of $\omega_0$, and the shortcut fails badly.

If $\omega_0<\gamma$, put $\lambda=\sqrt{\gamma^2-\omega_0^2}$. The same initial conditions give
\[
A=e^{-\gamma t}\left(\cosh\lambda t+\frac{\gamma}{\lambda}\sinh\lambda t\right),\qquad
A'=-\frac{\omega_0^2}{\lambda}e^{-\gamma t}\sinh\lambda t .
\]
For $t>0$ the amplitude is positive and falling, so there is no dip. At the border, $\lambda\to0$, the amplitude is $e^{-\gamma t}(1+\gamma t)$, also positive. Your grating has $2vk\tau=2.19$, on the ringing side. With $v$ and $\tau$ held fixed, this ratio varies as $1/L$, so the model loses its dip for periods of $2.19\times10\,\mu\mathrm{m}\approx22\,\mu\mathrm{m}$ and above.

For still longer periods, $\omega_0\ll\gamma$, the slow root is
\[
s=-\gamma+\gamma\sqrt{1-\omega_0^2/\gamma^2}\simeq-\frac{\omega_0^2}{2\gamma}=-v^2\tau k^2 .
\]
This is the Fourier decay rate. Such a grating yields the product $v^2\tau$ but does not separate its factors at this order.

\subsection*{Why the initial flux matters}

Suppose a steady source had held the grating and was then switched off, with the same $v$ and $\tau$. In the steady state $J=-\kappa\partial_xT$. This flux survives the switch-off for a moment, and \eqref{energy} gives an initial slope $-v^2\tau k^2=-\omega_0^2\tau$ instead of zero.

Call the new amplitude $B$. It obeys \eqref{osc}, and so does $B'$. Initially $B'(0)=-\omega_0^2\tau$ and
\[
B''(0)=-\frac{B'(0)}{\tau}-\omega_0^2B(0)=\omega_0^2-\omega_0^2=0.
\]
These are the initial data of $A$ multiplied by $-\omega_0^2\tau$, so $B'(t)=-\omega_0^2\tau A(t)$. The minimum of the released grating therefore falls at the zero crossing \eqref{zero} of the pulsed one.

Its depth follows from \eqref{osc} with $B'=0$, which gives $B(t_0)=-B''(t_0)/\omega_0^2=\tau A'(t_0)$. From $\tan\omega t_0=-\omega/\gamma$, with $\omega t_0$ between $\pi/2$ and $\pi$, we have $\sin\omega t_0=\omega/\omega_0$. Equation \eqref{slope} then gives
\[
B(t_0)=-\omega_0\tau e^{-\gamma t_0}=-0.385 .
\]
Direct integration gives the same dip, $-0.385$ at $1.041\,\mathrm{ns}$. The material is unchanged, yet the dip is earlier and almost twice as deep. Equations \eqref{tau} and \eqref{speed} must not be applied to it.

\subsection*{How reading errors pass into the answer}

Since $\Lambda=-\ln R$, we have $\delta\Lambda=-\delta R/R$. Taking logarithms of \eqref{tau} and \eqref{speed} and differentiating gives, to first order,
\begin{align}
\frac{\delta\tau}{\tau}&=\frac{\delta t_m}{t_m}+\frac{\delta R}{R\Lambda},\\
\frac{\delta v}{v}&=-\frac{\delta t_m}{t_m}
-\frac{\Lambda}{\pi^2+\Lambda^2}\,\frac{\delta R}{R}.
\end{align}
Take reading errors of $0.05\,\mathrm{ns}$ and $0.01$ in depth as an example. The time error changes $v$ by $3.1\%$ and $\tau$ by $3.1\%$, in opposite directions. The depth error changes $\tau$ by another $3.1\%$ but $v$ by $0.65\%$. If the two are independent standard errors, they add in squares to about $3.2\%$ in $v$ and $4.4\%$ in $\tau$, or roughly $110\,\mathrm{m/s}$ and $0.02\,\mathrm{ns}$. With such readings, quote $3.5\,\mathrm{km/s}$ and $0.50\,\mathrm{ns}$.

\subsection*{What $\tau$ contains: collisions that conserve momentum}

In phonon hydrodynamics, normal collisions conserve the total phonon momentum, while resistive collisions destroy it. Equation \eqref{flux} treats normal collisions as infinitely fast. To size the effect of a finite rate, take a plane model in which all carriers have one speed $c$. Let $e(\theta)$ be the energy carried in direction $\theta$, with pattern $e^{ikx}$ and expansion
\[
e=a_0+a_1\cos\theta+a_2\cos2\theta+\cdots .
\]
Both kinds of collision conserve $a_0$. Normal collisions, with time $\tau_N$, also conserve $a_1$, which is proportional to the flux. Resistive collisions relax $a_1$ with time $\tau$. Both relax $a_2$, so its time $\tau_2$ obeys $1/\tau_2=1/\tau_N+1/\tau$. Without collisions, carriers moving in direction $\theta$ obey $\partial_te=-c\cos\theta\,\partial_xe$, so for the pattern $e^{ikx}$ transport contributes $-ick\cos\theta\,e$ to the rate of change of $e$. Using $\cos^2\theta=(1+\cos2\theta)/2$ and $\cos\theta\cos2\theta=(\cos\theta+\cos3\theta)/2$, we obtain
\begin{align*}
a_0'&=-\tfrac12ick\,a_1,\\
a_1'&=-ick\left(a_0+\tfrac12a_2\right)-a_1/\tau,\\
a_2'&=-\tfrac12ick\,(a_1+a_3)-a_2/\tau_2 .
\end{align*}
If $\tau_2$ is short, $a_2'$ and $a_3$ can be dropped to leading order, leaving $a_2\simeq-\frac12ick\tau_2a_1$. The second equation becomes
\[
a_1'=-ick\,a_0-\left(\frac1\tau+\frac{c^2k^2\tau_2}{4}\right)a_1 .
\]
Differentiate the first equation and eliminate $a_1$. The result is \eqref{osc} for $a_0$, with $v^2=c^2/2$ and
\begin{equation}
\frac1{\tau_{\rm app}}=\frac1\tau+\frac{v^2k^2\tau_2}{2}. \label{visc}
\end{equation}
The extra term is a viscous damping of the phonon flow. At this order it changes the apparent relaxation time but not the speed.

For a rough, assumed $\tau_N=0.05\,\mathrm{ns}$, equation \eqref{visc} adds $0.111\,\mathrm{ns^{-1}}$. Solving the model over 48 directions, without dropping $a_3$ or $a_2'$, gives a dip of $-0.178$ at $1.621\,\mathrm{ns}$. Read through \eqref{tau} and \eqref{speed}, that dip yields an added damping of $0.120\,\mathrm{ns^{-1}}$, an apparent $\tau$ that is $5.6\%$ below the resistive value put in, and a speed that is $0.3\%$ too high. Your $0.50\,\mathrm{ns}$ is thus best called an apparent flux relaxation time at this period. Gratings of several periods can separate the two parts: in the regime of \eqref{visc}, $1/\tau_{\rm app}$ is a straight line in $k^2$.

\subsection*{Pulse length and depth}

A pump pulse of finite length blurs the trace. For a Gaussian pulse of $60\,\mathrm{ps}$ full width at half maximum, with time counted from its centre, the ratio of minimum to observed maximum becomes $-0.2029$. The maximum is lowered because the first-heated energy has begun to spread before the last arrives. The inferred speed falls by $0.2\%$ and $\tau$ rises by $0.9\%$, less than the reading errors above.

The depth average matters much more. With heat flow $J_z$ into the sample, energy balance reads $C\partial_tT=-\partial_xJ-\partial_zJ_z$. Average it from one face to the other. The last term integrates to the difference of $J_z$ at the faces, which is zero if they are insulated. If \eqref{flux} has the same coefficients at every depth, the averages obey the original equations. A temperature read at the surface does not.

To see the difference, I took a $1000\,\mathrm{nm}$ thick sample heated over an absorption depth of $30\,\mathrm{nm}$, with Fourier diffusion across the planes and a rough graphite-like diffusivity of $0.5\,\mathrm{cm^2/s}$. At $1.6\,\mathrm{ns}$ the diffusion length across the planes, the square root of diffusivity times time, is about $280\,\mathrm{nm}$. The depth average is still $-0.200$, but the amplitude in the top $5\,\mathrm{nm}$ layer of the grid, relative to its own initial value, is $-0.019$; at the face itself it is $-0.017$. These values let the in-plane flux relax separately at each depth; if it also spreads across the planes with the same diffusivity, the face value is $-0.012$. Fourier's law is itself doubtful across such short distances, so take these surface values as sizes only.

\subsection*{Beside real graphite}

Wave-like heat transport has been seen in graphite around $100\,\mathrm{K}$ with gratings of roughly this period, and wave speeds of a few kilometres per second are expected there, so your $v$ is of a plausible size. Real graphite has several phonon branches with different speeds and collision rates, whereas this model has one $v$ and one $\tau$; I have not sized that simplification. Of the effects sized here, heat flow into the depth is the largest: in the rough model above it cuts a surface reading at $1.6\,\mathrm{ns}$ by a factor of ten or somewhat more. Before using \eqref{tau} and \eqref{speed}, establish that your detector responds to the depth-averaged temperature.

\section*{Calculated quantities}
\begin{verbatim}
INPUT AND RECOVERY
grating period = 10.0 um
time of first minimum = 1.60 ns
normalized amplitude there = -0.20
wave number k = 0.6283 rad/um
Lam = ln(1/R) = 1.6094
flux relaxation time tau = 0.4971 ns
ringing frequency omega = 1.9635 rad/ns
damping rate 1/(2 tau) = 1.0059 1/ns
undamped frequency v*k = 2.2062 rad/ns
wave speed v = 3.5112 um/ns = 3511 m/s
shortcut L/(2 t_m) = 3125 m/s
shortcut error = -11.0 %
underdamping ratio 2 v k tau = 2.193
diffusivity v^2 tau = 61.3 cm2/s
CHECKS ON THE TRACE
field-equation minimum time = 1.6001 ns
field-equation minimum = -0.2000
searched speed = 3511.2 m/s
searched tau = 0.4971 ns
first zero crossing = 1.041 ns
next maximum time = 3.20 ns
next maximum amplitude = 0.0400
Fourier amplitude at t_m = 0.0208
READING ERRORS
assumed time error = 0.05 ns
assumed depth error = 0.01
time error: v -3.12 %, tau +3.12 %
depth error: v -0.65 %, tau +3.11 %
RELEASE FROM A STEADY GRATING, SAME v AND tau
minimum time = 1.041 ns
minimum amplitude = -0.385
KINETIC MODEL, ROUGH NORMAL COLLISION TIME
normal collision time = 0.050 ns
minimum time = 1.6210 ns
minimum amplitude = -0.1777
apparent speed = 3520 m/s (+0.26 %)
apparent tau = 0.4691 ns (-5.6 %)
added damping, kinetic = 0.1201 1/ns
added damping, leading order = 0.1106 1/ns
FINITE PUMP PULSE, ROUGH DURATION
pulse full width at half maximum = 0.060 ns
minimum / observed maximum = -0.2029
apparent speed change = -0.21 %
apparent tau change = +0.92 %
HEAT FLOW INTO THE DEPTH, ROUGH GRAPHITE VALUES
cross-plane diffusivity = 0.50 cm2/s
absorption depth = 30 nm
sample thickness = 1000 nm
diffusion length at t_m = 283 nm
depth-averaged amplitude at t_m = -0.2000
surface amplitude at t_m = -0.0187
\end{verbatim}
